# Why carbon diffuses uphill across an iron–silicon weld

**Q:** I weld a silicon-bearing iron bar to a silicon-free one. Both start with the same carbon content. After a hot anneal the silicon-free bar holds more carbon than the other. How can diffusion create a concentration difference that was not there?

**A:** Diffusion lowers differences in chemical potential, and these need not follow differences in concentration. Let \(y\) be the number of carbon atoms per metal atom and \(s\) the fraction of metal sites occupied by silicon. I set \(k_B=1\), so the temperature \(\tau\) is an energy; numerical values are given in eV. For dilute carbon,

\[
\mu=\mu^\circ+\tau\ln a,\qquad a=\gamma y,\qquad \ln\gamma=\varepsilon s .
\]

Here \(a\) is the activity, \(\gamma\) the activity coefficient and \(\varepsilon\) the carbon–silicon interaction parameter. The last relation is the leading order in \(s\). I neglect carbon–carbon interactions and take both bars to be austenite, without carbides, so that \(\mu^\circ\) is the same on both sides.

At equal \(y\), the potential on the silicon side S exceeds that on the silicon-free side F by

\[
\mu_S-\mu_F=\tau(\ln y+\varepsilon s)-\tau\ln y=\tau\varepsilon s .
\]

If \(\varepsilon>0\), carbon can lower the free energy by leaving the silicon side.

**Q:** Where does a positive \(\varepsilon\) come from? So far it is just a fitted number.

**A:** A simple model links its sign to the energy of carbon next to silicon. Carbon sits in an octahedral hole with six nearest metal sites. The face-centred cubic lattice of austenite has one such hole per metal atom, so \(y\) is also the mean occupation of a hole. Let each silicon atom among them raise the carbon energy by \(w\), and let silicon be placed at random and stay there. A hole with \(n\) silicon neighbours then has the small occupation \(e^{(\mu-\mu^\circ-nw)/\tau}\). Averaging over the binomial distribution of \(n\),

\[
y=e^{(\mu-\mu^\circ)/\tau}\sum_{n=0}^{6}\binom6n s^n(1-s)^{6-n}e^{-nw/\tau}
=a\left(1-s+s\,e^{-w/\tau}\right)^6 .
\]

The sum is the binomial theorem, and the prefactor is \(a\) by definition. With \(q=1-e^{-w/\tau}\) the bracket is \(1-qs\). Since \(\gamma=a/y\),

\[
\gamma=(1-qs)^{-6},\qquad
\ln\gamma=-6\ln(1-qs)=6qs+3q^2s^2+\dots,\qquad \varepsilon=6q .
\]

Repulsion, \(w>0\), gives \(q>0\) and \(\varepsilon>0\): silicon spoils some of the holes. Attraction reverses both signs. Because \(q<1\), this nearest-neighbour model cannot give \(\varepsilon\) above 6; a larger value requires something the model omits, such as an interaction with more distant silicon. Values measured for carbon and silicon in austenite near 1300 K lie above this limit, at roughly 8 to 10. The model therefore illustrates the sign of \(\varepsilon\) but cannot reach its real size, and the steps computed below are smaller than in a real weld with the same silicon content.

**Q:** Does that still obey a diffusion law? Fick's law would leave a uniform carbon content alone.

**A:** The flux law contains the gradient of \(\mu\). Let \(x\) run from the silicon bar at \(x<0\) to the silicon-free bar at \(x>0\), and let \(J\) be the carbon flux divided by the number density of metal atoms, taken equal in both bars. Then

\[
J=-\frac{Dy}{\tau}\frac{d\mu}{dx}
=-\frac{Dy}{\tau}\,\tau\left(\frac1y\frac{dy}{dx}+\varepsilon\frac{ds}{dx}\right)
=-D\frac{dy}{dx}-D\varepsilon y\frac{ds}{dx}.
\]

The first term is Fick's law. The second acts where silicon varies, which is at the weld. There \(ds/dx<0\), so for \(\varepsilon>0\) this term is positive and pushes carbon into the silicon-free bar. Inside either bar \(s\) is constant and carbon runs down its own concentration gradient. The uphill part of the journey is therefore the crossing of the weld.

**Q:** Could the cause instead be that carbon moves at different speeds in the two bars?

**A:** Not within this flux law. Set \(\varepsilon=0\) with uniform \(y\): then \(d\mu/dx=0\) everywhere, and \(J=0\) for any variation of \(D\). A difference in mobility changes how quickly equilibrium is reached, but \(D\) does not enter the condition of equal \(\mu\).

**Q:** Then how large is the carbon step when the flow stops?

**A:** Keep silicon immobile and give the bars equal lengths. Equal \(\mu\) means equal activity:

\[
\ln y_S+\varepsilon s=\ln y_F
\quad\Rightarrow\quad
y_F=K y_S,\qquad K=e^{\varepsilon s}.
\]

Carbon is conserved, so \(y_S+y_F=2\bar y\), where \(\bar y\) is the mean content. Inserting the first relation into the second gives

\[
y_S=\frac{2\bar y}{1+K},\qquad y_F=\frac{2\bar yK}{1+K}.
\]

Subtract, then multiply numerator and denominator by \(e^{-\varepsilon s/2}\):

\[
y_F-y_S=2\bar y\,\frac{K-1}{K+1}
=2\bar y\,\frac{e^{\varepsilon s/2}-e^{-\varepsilon s/2}}{e^{\varepsilon s/2}+e^{-\varepsilon s/2}}
=2\bar y\tanh\frac{\varepsilon s}{2}.
\]

For small \(\varepsilon s\) the step is \(\bar y\varepsilon s\), proportional to both solutes. It vanishes at \(\varepsilon=0\) and changes sign with \(\varepsilon\).

**Q:** Put numbers in.

**A:** I take round model parameters, not data for a particular steel: 1300 K, \(w=0.20\) eV, \(s=0.08\) and \(\bar y=0.020\). Then \(\tau=0.1120\) eV, \(w/\tau=1.785\) and \(q=0.832\), so

\[
\varepsilon=6q=4.99,\qquad \varepsilon s=0.3995,\qquad K=e^{0.3995}=1.491 .
\]

The initial driving force is \(\tau\varepsilon s=0.0448\) eV, or 0.001645 hartree. The final contents are

\[
y_S=\frac{0.040}{2.491}=0.0161,\qquad y_F=1.491\,y_S=0.0239,
\]

and the step is 0.0079 carbon atoms per metal atom, about 39% of the starting content. Both activities equal 0.0239, because \(\gamma=1\) on the silicon-free side. Silicon favours ferrite, so before applying the model to a real steel, check on its phase diagram that both bars stay austenitic at the chosen temperature and compositions.

**Q:** Unmixing carbon lowers its entropy of mixing. What pays for that?

**A:** The interaction term, which is a free energy and contains entropy of its own. Measured from \(\mu^\circ\), the carbon free energy per metal atom is \(g=\tau[y(\ln y-1)+\varepsilon sy]\), whose derivative with respect to \(y\) is \(\mu-\mu^\circ\). Move an amount \(m\) from S to F, so that \(y_S=\bar y-m\) and \(y_F=\bar y+m\). For the sum \(G=g_S+g_F\),

\[
\frac{dG}{dm}=\mu_F-\mu_S,\qquad
\frac{d^2G}{dm^2}=\tau\left(\frac1{y_F}+\frac1{y_S}\right)>0 .
\]

Equal potentials therefore mark a minimum. Here \(m=0.00394\), and the interaction term changes, per carbon atom, by

\[
-\tau\varepsilon s\,\frac{m}{2\bar y}=-0.0448\times\frac{0.00394}{0.040}=-0.0044\ \text{eV}.
\]

The mixing term rises by 0.0022 eV, leaving a net fall of 0.0022 eV. In the neighbour model, \(f=\tau\varepsilon s=6\tau s(1-e^{-w/\tau})\) has the energy part \(f-\tau\,df/d\tau=6swe^{-w/\tau}=0.0161\) eV. The remaining 0.0287 eV is entropy: on the silicon side carbon mostly avoids the holes next to silicon, so it has fewer places to choose from. The fall of 0.0044 eV is thus about 0.0016 eV of energy and 0.0028 eV from entropy gained. That gain exceeds the mixing cost of 0.0022 eV, so at these parameters the total entropy rises slightly even though carbon unmixes. This sign depends on \(w\): below about 0.15 eV at this temperature the total entropy falls, and the energy drop pays for the step. Direct numerical minimisation gives the same carbon split.

**Q:** Do I have to wait for equilibrium before the step appears?

**A:** No. In the continuum picture with a sharp weld it appears at once. Across a weld of thickness \(\delta\), the flux law gives \(|\Delta\mu|\approx\tau|J|\delta/(Dy)\), which vanishes as \(\delta\to0\) at finite flux. The two concentrations touching the weld, \(y_S^*\) and \(y_F^*\), therefore obey \(y_F^*=Ky_S^*\) from the start. A weld of finite width approaches this ratio only once \(\sqrt{Dt}\) is much larger than \(\delta\).

Inside each bar \(\partial y/\partial t=D\,\partial^2y/\partial x^2\), with \(D\) taken constant and equal in both. Try \(y=f(u)\) with \(u=|x|/(2\sqrt{Dt})\). Then

\[
-\frac{u}{2t}f'=\frac{1}{4t}f''
\quad\Rightarrow\quad f''=-2uf'
\quad\Rightarrow\quad f'\propto e^{-u^2}.
\]

Integrating, and matching the starting content \(y_0\) far away and \(y^*\) at the weld,

\[
y=y_0+(y^*-y_0)\,\mathrm{erfc}\,\frac{|x|}{2\sqrt{Dt}} .
\]

The slope of erfc at zero is \(-2/\sqrt\pi\), so the fluxes reaching and leaving the weld are

\[
J_S=(y_{S0}-y_S^*)\sqrt{\frac{D}{\pi t}},\qquad
J_F=(y_F^*-y_{F0})\sqrt{\frac{D}{\pi t}} .
\]

Setting them equal gives \(y_S^*+y_F^*=y_{S0}+y_{F0}=2\bar y\). These are the two equations solved above, so the weld concentrations already have their final values. What takes time is their spread into the bars. This coincidence needs equal \(D\). With different diffusivities the flux condition becomes \(\sqrt{D_S}\,(y_{S0}-y_S^*)=\sqrt{D_F}\,(y_F^*-y_{F0})\); the ratio \(K\) is unchanged, but for \(D_S=D_F/2\) the early weld values are 0.0155 and 0.0232 instead of 0.0161 and 0.0239.

With \(D=10^{10}\) Å\(^2\)/s and bars of \(10^8\) Å, consider \(t=2\times10^4\) s. The spreading length \(2\sqrt{Dt}\) is \(2.8\times10^7\) Å, still well short of the bar ends. At \(10^7\) Å from the weld the contents are 0.0176 on the silicon side and 0.0224 on the other. The change from 0.020 is 0.0024 there, about 62% of the change at the weld.

**Q:** If my silicon bar starts with less carbon than the other, will it still lose carbon?

**A:** It will if its activity is higher, \(Ky_{S0}>y_{F0}\), which means

\[
\frac{y_{S0}}{y_{F0}}>e^{-\varepsilon s}=0.671 .
\]

Start with 0.018 on the silicon side and 0.022 on the other. The activities are \(1.491\times0.018=0.0268\) and 0.022, so the poorer bar loses carbon and the richer one gains 0.0019. Now start with 0.014 and 0.026. The activities are 0.0209 and 0.026, and the silicon-free bar loses 0.0021. A positive \(\varepsilon\) alone does not fix the direction; the starting contents matter too. Both cases end at the same split, because the total carbon is the same. Numerical solution of the flux law confirms the directions and the final contents.

**Q:** How far should I trust the exponential law?

**A:** Two approximations can be checked within the neighbour model. Keeping the full \(\gamma=(1-qs)^{-6}\) gives a ratio of 1.512 instead of 1.491. Including also the rule that a hole holds at most one carbon atom gives a step of 0.0081, about 3% above the simple result. This is the error relative to the fuller model, not to a measured weld, and it holds for these parameters only: for attraction with \(w=-0.10\) eV the simple step is \(-0.0133\) and the fuller one \(-0.0120\), about 10% apart.

A separate check lets carbon hop among 6400 holes around explicitly placed silicon atoms. Away from the weld planes the final ratio \(y_F/y_S\) is 1.531, against 1.512 from the formula. The hopping value, obtained for one random silicon arrangement, is about 1% above the formula value; over many arrangements of this size the ratio averages 1.515 with a standard deviation of 0.009. With attraction, \(w=-0.10\) eV, the hopping ratio is 0.521 against 0.520, and carbon gathers on the silicon side. Reversing the sign of the interaction reverses the effect.

**Q:** Is the step a true equilibrium?

**A:** It is an equilibrium under the constraint that silicon stays put. To let silicon move, add its own dilute mixing term \(\tau s(\ln s-1)\) to \(g\). Differentiating \(\tau[s(\ln s-1)+\varepsilon sy]\) with respect to \(s\) gives silicon the potential \(\tau(\ln s+\varepsilon y)\) plus a constant. Once silicon can move, both potentials must become uniform:

\[
\frac{y'}{y}+\varepsilon s'=0,\qquad \frac{s'}{s}+\varepsilon y'=0 .
\]

The second gives \(s'=-\varepsilon sy'\). Inserting this in the first and multiplying by \(y\) gives

\[
y'\,(1-\varepsilon^2sy)=0 .
\]

For \(s\) up to 0.08 and \(y\) up to 0.024, \(\varepsilon^2sy\) is at most about 0.05. The bracket cannot vanish, so \(y'=0\) and then \(s'=0\): both solutes end uniform.

The step is visible because the two time scales differ. Take silicon a thousand times slower than carbon, with a diffusivity of \(10^7\) Å\(^2\)/s. The times (length)\(^2\)/diffusivity are then \(10^6\) s for carbon and \(10^9\) s for silicon. At \(4\times10^6\) s the calculated end-to-end carbon difference is 0.0079; at \(4\times10^9\) s it is below \(10^{-6}\). An anneal between these scales shows the carbon step, while a sufficiently long one removes it. The numerical output below gives the values to more digits.

## Table of computed values

```
temperature = 1300 K; tau = 0.11203 eV
cost of one silicon neighbour w = 0.20 eV
w/tau = 1.7853; q = 0.8323 (no unit)
interaction parameter eps = 4.9935 (no unit)
silicon fraction s = 0.08; eps*s = 0.3995
starting carbon, both bars = 0.0200 per metal atom
initial driving force tau*eps*s = 0.04475 eV
same driving force = 0.001645 hartree
activity-coefficient ratio exp(eps*s) = 1.4911
final carbon, silicon bar = 0.01606 per metal atom
final carbon, silicon-free bar = 0.02394 per metal atom
carbon step = 0.00789 per metal atom
common final activity gamma*y = 0.02394 (no unit)
step, blocking + full average = 0.00812 per metal atom
mixing free-energy change = +0.00219 eV per carbon
interaction-term change = -0.00441 eV per carbon
total change = -0.00222 eV per carbon
hopping model: octahedral sites = 6400
hopping ratio free/silicon, w=+0.20 eV = 1.5309
full neighbour formula, w=+0.20 eV = 1.5120
hopping ratio free/silicon, w=-0.10 eV = 0.5210
full neighbour formula, w=-0.10 eV = 0.5195
bar length = 1.0e+08 angstrom
carbon diffusivity = 1.0e+10 angstrom^2/s
silicon diffusivity = 1.0e+07 angstrom^2/s
early time = 2.0e+04 s
distance from weld = 1.0e+07 angstrom
early carbon there, silicon side = 0.01756
early carbon there, free side = 0.02244
threshold start ratio y_si/y_free = 0.6707
start 0.020 | 0.020: gain of free bar = +0.00394 per metal atom
start 0.018 | 0.022: gain of free bar = +0.00194 per metal atom
start 0.014 | 0.026: gain of free bar = -0.00206 per metal atom
mobile silicon, time 4.0e+06 s: end-to-end step = 0.00791
mobile silicon, time 4.0e+09 s: end-to-end step = 0.0000006
```
